# Surface Composition of a Binary Solid under Steady Sputtering, part 1

(Sections cited here and not found follow in the second part.)

## The atom balance at a receding surface

Q: An argon beam strikes gallium arsenide. Suppose it removes arsenic more easily than gallium. Why doesn't the surface go on losing arsenic until nothing but gallium is left?

A: Two processes oppose that. As arsenic becomes rarer at the surface, fewer arsenic atoms are available for ejection. At the same time erosion brings fresh solid, with its full share of arsenic, into the region affected by the beam. The surface can settle where loss and supply agree for each element separately.

To find that point, call the elements A and B. The untouched solid is homogeneous and contains atomic fractions $b_A$ and $b_B$, with $b_A+b_B=1$. The layer from which atoms are ejected contains fractions $c_A$ and $c_B$. For now it contains no third species, so $c_A+c_B=1$. In the gallium arsenide example A is gallium, B is arsenic, and $b_A=b_B=0.5$.

Q: You said that arsenic is removed more easily. Does that mean that more arsenic atoms leave per ion?

A: Not necessarily, because the number leaving also depends on how many are present. Let $P_i$ be the mean number of atoms of element $i$ removed per incident ion, counted over all directions of emission. An ejected cluster is counted atom by atom. This is the partial yield. The component yield is obtained by dividing out the surface fraction:

$$
Y_i=\frac{P_i}{c_i},\qquad P_i=Y_i c_i .
$$

The total yield is the sum

$$
Y_{\rm tot}=P_A+P_B=Y_A c_A+Y_B c_B .
$$

All three kinds of yield are in atoms per ion. "More easily removed" means a larger component yield, not necessarily a larger partial yield.

Q: By writing $P_i=Y_i c_i$, have you assumed that emission is proportional to concentration?

A: No. The equation defines $Y_i$ wherever $c_i$ is not zero. If the binding or the collision cascade changes with composition, $Y_i$ changes too. Proportionality enters when $Y_i$ is treated as a constant, and the steady balance does not need that. What it needs is the value of $Y_i$ on the surface that is actually present in the steady state.

For the example I take constant component yields $Y_A=1.0$ and $Y_B=1.5$ atoms per ion. They are round model parameters in the rough regime of gallium arsenide under 500 eV argon ions, not measured values.

Q: Where does conservation enter? The surface is losing atoms all the time.

A: It enters through a control volume that moves with the surface. Its upper face lies just outside the solid. Its lower face lies at a fixed distance below the receding surface, deep enough to be in unaltered bulk. Let $N_i$ be the number of atoms of element $i$ in this volume per unit surface area.

Let the surface recede at speed $v$, and let $n$ be the atom density of the bulk. In a time $dt$ the lower face advances by $v\,dt$ into the solid. It takes in $n v\,dt$ atoms per unit area, of which a fraction $b_i$ belongs to element $i$. The supply of all atoms per area and time is therefore

$$
R=nv,
$$

and the supply of element $i$ is $Rb_i$. If $J$ is the number of ions arriving per area and time, the loss at the upper face is $JP_i=JY_i c_i$. Supply counts as positive and loss as negative, so

$$
\frac{dN_i}{dt}=Rb_i-JY_i c_i .
$$

This form assumes that the beam supplies neither A nor B, that sputtering is the sole loss, and that ejected atoms do not return. Each of these assumptions can be relaxed by adding its own term.

Q: The beam also stirs the solid. Atoms are knocked downward, diffuse and segregate. Where are those motions?

A: They are inside the volume, and they cancel from its total. To see this, divide it into thin layers numbered $j=1,\ldots,m$ from the surface downward. Let $T_{i,j}$ be the net upward flow of element $i$ from layer $j+1$ to layer $j$, whatever its cause. Before the supply and the sputtering loss are added, internal transport gives

$$
\left(\frac{dN_{i,j}}{dt}\right)_{\rm internal}=T_{i,j}-T_{i,j-1},
$$

with $T_{i,0}=0$ because internal transport does not cross the outer surface. Also $T_{i,m}=0$, because the lower face lies in homogeneous bulk beyond the reach of beam mixing. Adding the layers gives

$$
\sum_{j=1}^{m}(T_{i,j}-T_{i,j-1})=T_{i,m}-T_{i,0}=0 .
$$

Each internal flow appears once as a gain and once as a loss. Diffusion may change the composition at every depth inside the volume, but it creates no atoms there. If it carries atoms across the lower face, that face has been placed too high, or the altered region is still growing and the state is not steady.

Q: Then impose the steady state. What follows?

A: In the moving frame the contents no longer change, so $dN_A/dt=dN_B/dt=0$. The two balances become

$$
JY_A c_A=Rb_A,\qquad JY_B c_B=Rb_B .
$$

Dividing the first by the second removes $J$ and $R$:

$$
\frac{Y_A c_A}{Y_B c_B}=\frac{b_A}{b_B}.
$$

The left side is $P_A/P_B$. Multiplying both sides by $Y_B/Y_A$ isolates the surface ratio:

$$
\boxed{\frac{c_A}{c_B}=\frac{b_A}{b_B}\,\frac{Y_B}{Y_A}} .
$$

The yield ratio is inverted because the element that is harder to remove must have a larger share of the surface than of the bulk in order to leave at the required rate.

In the example the ratio is $(0.5/0.5)(1.5/1.0)=1.5$. The surface holds three gallium atoms for every two arsenic atoms.

Q: So the surface is rich in gallium, yet the emitted material has the bulk composition. That looks contradictory.

A: The two statements concern different quantities. The surface fraction describes atoms waiting to leave. The partial yield describes atoms leaving. They are related by a component yield that differs between the elements.

At the first instant the surface still has the bulk composition. The partial yields are then

$$
P_A=0.5\times1.0=0.500,\qquad P_B=0.5\times1.5=0.750
$$

atoms per ion, so the emitted material is rich in arsenic. In the steady state, with $c_A=0.6000$ and $c_B=0.4000$, they are

$$
P_A=0.6000\times1.0=0.600,\qquad P_B=0.4000\times1.5=0.600 .
$$

The emission now has the one-to-one composition of the bulk. If it did not, one element would be accumulating or running out in the control volume.

A practical consequence follows. Collecting all the material emitted in the steady state reveals the bulk ratio but not the surface ratio. To find the yield ratio one must also know the surface composition:

$$
\frac{Y_B}{Y_A}=\frac{c_A}{c_B}\frac{b_B}{b_A}.
$$

Q: You inserted 0.6000 and 0.4000. How do they come from the ratio?

A: Use $c_B=1-c_A$ in $Y_A c_A/(Y_B c_B)=b_A/b_B$ and cross-multiply:

$$
b_BY_A c_A=b_AY_B(1-c_A).
$$

Collecting the terms in $c_A$ gives

$$
(b_AY_B+b_BY_A)c_A=b_AY_B,
$$

and hence

$$
c_A=\frac{b_AY_B}{b_AY_B+b_BY_A},\qquad
c_B=\frac{b_BY_A}{b_AY_B+b_BY_A}.
$$

The example gives $c_A=0.75/(0.75+0.50)=0.6000$ and $c_B=0.4000$. If the component yields are equal, they cancel and the surface has the bulk composition. If $b_B$ tends to zero at fixed nonzero yields, $c_A$ tends to one, as it must for a pure solid.

Q: Can I calculate the erosion speed by averaging the two component yields with the bulk fractions?

A: That average is the total yield at the first instant, before the surface composition has changed. In the steady state the surface fractions are the weights. Substituting them gives

$$
\begin{aligned}
Y_{\rm tot}&=Y_A c_A+Y_B c_B\\
&=\frac{b_AY_AY_B+b_BY_AY_B}{b_AY_B+b_BY_A}
=\frac{Y_AY_B}{b_AY_B+b_BY_A},
\end{aligned}
$$

where the last step uses $b_A+b_B=1$. Dividing numerator and denominator by $Y_AY_B$ gives

$$
Y_{\rm tot}=\frac{1}{b_A/Y_A+b_B/Y_B}.
$$

This is a harmonic average. Here it is $1/(0.5/1.0+0.5/1.5)=1.2000$ atoms per ion, compared with $0.500+0.750=1.250$ at the start. The enriched surface is harder to erode.

Adding the two steady balances gives $R=JY_{\rm tot}$. Since $R=nv$, the recession speed is

$$
v=\frac{JY_{\rm tot}}{n}.
$$

Take a current density of 10 uA/cm2, carried entirely by singly charged ions. Dividing by the elementary charge and converting the area gives $J=0.6242$ ions/(nm2 s). With $n=44$ atoms/nm3,

$$
v=\frac{0.6242\times1.2000}{44}=0.01702\ \text{nm/s},
$$

or about 1.02 nm/min.

Q: The algebra is clear, but I'd like a picture that doesn't begin with a control volume. Why should a hard-to-remove atom be overrepresented?

A: Because it stays exposed longer. Consider a surface with $n_s$ sites per unit area and no mixing. When an exposed atom is ejected, the atom beneath it becomes exposed, and that atom is A with probability $b_A$.

A fluence $dF$, meaning $dF$ ions per unit area, removes $Y_A c_A\,dF$ atoms of A from the $n_s c_A$ that are exposed. Each exposed A atom is therefore removed with probability $(Y_A/n_s)dF$. For constant $Y_A$, its mean exposure, measured in fluence, is $n_s/Y_A$. For B it is $n_s/Y_B$.

Over many replacements a site receives A and B in the proportion $b_A:b_B$, but it holds each for a different mean exposure. The fraction of the exposure during which it holds A is

$$
c_A=\frac{b_An_s/Y_A}{b_An_s/Y_A+b_Bn_s/Y_B}
=\frac{b_A/Y_A}{b_A/Y_A+b_B/Y_B}.
$$

Multiplying numerator and denominator by $Y_AY_B$ recovers the earlier result. The mean fluence between ejections at one site is $n_s(b_A/Y_A+b_B/Y_B)$. Dividing $n_s$ by this fluence gives the number of atoms ejected per ion, which is the same harmonic total yield.

Q: Has that picture been tried with actual random removals, preferably with unequal bulk fractions?

A: Yes. A simulation followed 20,000 sites. In each step a site received an average of 0.1 ions, so an exposed atom of element $i$ was removed with probability $0.1Y_i$. Each replacement was drawn at random from the bulk. The first 200 steps were discarded and the next 600 were averaged.

For the gallium arsenide parameters the simulation gave a gallium fraction of 0.6004 and a total yield of 1.1992 atoms per ion. The formulas give 0.6000 and 1.2000. A second case had $b_A=0.3$, $Y_A=0.8$ and $Y_B=2.0$. It gave 0.5175 and 1.3784, against 0.5172 and 1.3793 from the formulas. The small differences are consistent with a finite random sample. Since these sites never exchange atoms, the test also shows that mixing is not needed to produce the surface ratio.

Q: May I then take $Y_A$ and $Y_B$ from sputtering experiments on the two pure elements?

A: Conservation gives no permission for that. In the compound an atom has different neighbours, a different surface binding energy and different collision partners. Pure-element yields can serve as an estimate, but their error passes into the surface composition.

The size of that error follows from the ratio $r=c_A/c_B$. Since $c_A=r/(1+r)$,

$$
\frac{dc_A}{dr}=\frac{1}{(1+r)^2}.
$$

With $dr=r\,d\ln r$, this becomes

$$
dc_A=\frac{r}{(1+r)^2}\,d\ln r=c_Ac_B\,d\ln r .
$$

For the example $c_Ac_B=0.24$. A small relative error of 10 per cent in the yield ratio therefore shifts the gallium fraction by about 0.024. This estimate is to first order in the error.

## Approach to the steady state and limits of the law

Q: Before we go on, which symbols and results are we carrying over?

A: The bulk fractions are $b_i$, and the fractions in the ejecting layer are $c_i$. The component yields are $Y_i$, and the partial yields are $P_i=Y_i c_i$. The ion flux is $J$, the fluence is $F=Jt$, and the bulk atom density is $n$. In the steady state $P_A/P_B=b_A/b_B$, so $c_A/c_B=(b_A/b_B)(Y_B/Y_A)$. The example has $b_A=b_B=0.5$, $Y_A=1.0$ and $Y_B=1.5$ atoms per ion. Its steady gallium fraction is 0.6000, and its total yield is 1.2000 atoms per ion.

Q: That result assumes a steady state. How do we know that the surface reaches one, and how much material is lost on the way?

A: Conservation alone doesn't give the time; that needs a model of the altered region. The simplest is a layer of constant thickness $d$ that the beam keeps well mixed. Its atom density stays at $n$, so it holds $nd$ atoms per unit area. The component yields are constant.

Because the number of atoms in the layer is fixed, the supply per ion equals the total yield. The balance for A, written per unit fluence, is

$$
nd\frac{dc_A}{dF}=b_A\left[Y_Ac_A+Y_B(1-c_A)\right]-Y_Ac_A .
$$

Expanding the bracket and collecting terms in $c_A$ gives

$$
nd\frac{dc_A}{dF}=b_AY_B-\left[(1-b_A)Y_A+b_AY_B\right]c_A .
$$

Since $1-b_A=b_B$, this is

$$
nd\frac{dc_A}{dF}=b_AY_B-(b_AY_B+b_BY_A)c_A .
$$

Setting the right side to zero returns the steady value, now written $c_A^\infty$. Define

$$
F_0=\frac{nd}{b_AY_B+b_BY_A}.
$$

The equation becomes $dc_A/dF=-(c_A-c_A^\infty)/F_0$. With $c_A=b_A$ at $F=0$, its solution is

$$
c_A(F)=c_A^\infty+(b_A-c_A^\infty)e^{-F/F_0}.
$$

For positive yields $F_0$ is positive, so within this model any initial deviation dies away.

Conservation fixes the steady surface ratio in terms of the bulk fractions and component yields, and in the well-mixed-layer model the surface approaches that state exponentially with fluence scale $F_0$. It remains to put numbers to this approach, and to see how segregation, deeper ejection, changing yields, and additional supplies or losses affect the result.
